# Site coverage by discrete feeding in atomic layer deposition

## The problem

In atomic layer deposition, a precursor vapour reacts with surface sites until no reactive site is left. The reaction may release a byproduct that sticks to free sites and blocks them. In discrete feeding, the precursor dose is split into subpulses, and a purge after each one removes the byproduct.

Let the coverage $\theta$ be the number of filled sites divided by the number that can be filled when the adsorbed precursor is packed as densely as its size allows. The surface starts empty. Each subpulse fills 70 percent of the sites still unfilled, and each purge frees every blocked site without removing adsorbed precursor.

**(a)** Show that three subpulses reach 97.3 percent coverage. How many are needed for at least 99 percent?

**(b)** Find a kinetic model in which a subpulse fills the same share of the remaining sites each time, however few remain.

**(c)** What would three subpulses achieve without the purges? Compare with Langmuir adsorption, where nothing is blocked.

**(d)** Hafnium tetrachloride is fed at 573 K and 0.1 Torr in subpulses of 0.05 s, separated by purges of 5 s. Is each subpulse long enough, and what changes if some byproduct desorbs during the subpulse itself?

## Hints

1. For (a), follow the unfilled share $u=1-\theta$ instead of the coverage.
2. For (b), divide the sites into filled, free and blocked. Let each reaction block, on average, a fixed number of further free sites, and look at whether the equations are linear.
3. For (c), ask how many free sites the second subpulse finds.
4. For (d), free sites are scarce late in a subpulse, so a site released by the byproduct is soon used again. Ask what share of such sites ends up filled.

## Solution

### (a) Counting the remaining sites

Let $f=0.70$ be the share filled per subpulse and $u_n$ the unfilled share after subpulse $n$. A subpulse fills $f u_{n-1}$, so

$$u_n=u_{n-1}-f u_{n-1}=(1-f)\,u_{n-1}.$$

The surface starts empty, $u_0=1$. Applying the rule $n$ times gives $u_n=(1-f)^n$, and therefore

$$\theta_n=1-(1-f)^n .$$

For three subpulses,

$$\theta_3=1-0.3^3=1-0.027=0.973 .$$

The separate gains are $0.70$, then $0.70\times0.30=0.21$, then $0.70\times0.09=0.063$, and they add up to $0.973$. The gains shrink because the 70 percent refers to what remains, not to the whole surface.

For 99 percent we need $0.3^n\le 0.01$. Taking logarithms and dividing by $\ln 0.3$, which is negative and so reverses the inequality,

$$n\ge\frac{\ln 0.01}{\ln 0.3}=\frac{-4.605}{-1.204}=3.8 .$$

Four subpulses are needed, and they reach $0.992$.

### (b) Why the share can stay constant

Let $v$ be the free share of sites and $b$ the blocked share, so that $\theta+v+b=1$. Precursor reacts at rate $k$ per free site. Suppose that a fixed share of the byproduct stays on the surface and moves about until it finds a free site, while the rest leaves at once. Each reaction then blocks on average $\beta$ further sites, whatever the coverage. During a subpulse, with desorption neglected,

$$\frac{d\theta}{dt}=kv,\qquad \frac{db}{dt}=\beta kv,\qquad \frac{dv}{dt}=-(1+\beta)kv .$$

The three rates add to zero, as they must for a fixed number of sites. If the subpulse starts with a free share $v_0$ and no blocked sites, the last equation gives

$$v(t)=v_0\,e^{-(1+\beta)kt}.$$

The coverage gained is the time integral of $kv$:

$$\Delta\theta=k v_0\int_0^t e^{-(1+\beta)kt'}dt'
=v_0\,\frac{1-e^{-(1+\beta)kt}}{1+\beta}.$$

Dividing by $v_0$ gives the share filled,

$$f(t)=\frac{1-e^{-(1+\beta)kt}}{1+\beta}.$$

It does not contain $v_0$. This is a consequence of linearity: halving the number of free sites halves every rate. Equal shares also require equal subpulse durations, unless the subpulses are long enough to saturate.

For a long subpulse the exponential vanishes and $f=1/(1+\beta)$. A share of 70 percent then means

$$\beta=\frac{1}{0.70}-1=\frac{3}{7}\approx0.43,$$

or three blocked sites for every seven filled ones.

These are mean-field equations. A random simulation of 40,000 individual sites, with the same blocking rule and the subpulses of part (d), gave coverages of 0.6996, 0.9099 and 0.9732. They differ from 0.70, 0.91 and 0.973 by less than the random scatter between such runs, about 0.001. This simulation lets the byproduct reach any free site, so it confirms the equations but not the rule itself. The rule needs a byproduct that can search far before it leaves. On a square lattice with the first share tuned to 0.70, a search limited to 10 hops gives shares of about 0.70, 0.78 and 0.92, and a limit of 100 hops gives 0.70, 0.71 and 0.75. About 1000 hops are needed to keep the share near 0.70 over three subpulses, and for any finite search the share must eventually rise once free sites become scarce enough.

### (c) What the purge does

After a saturated first subpulse, 70 percent of the sites are filled, 30 percent are blocked and none is free. Without a purge, the second and third subpulses find nothing to react with, and the coverage stays at 0.70. In this model, the rise to 0.973 comes from freeing the blocked sites, not from interrupting the flow.

Langmuir adsorption with negligible precursor desorption is the case $\beta=0$. The share filled is then $1-e^{-kt}$, which tends to 1, so a share of 70 percent means that the subpulse was stopped early, at $kt=\ln(1/0.3)=1.204$. Three such subpulses leave

$$\left(e^{-kt}\right)^3=e^{-3kt}=0.027$$

of the sites unfilled, and one subpulse of three times the duration leaves the same amount. The coverage is again 0.973, but splitting the dose has gained nothing. The figure of 97.3 percent alone therefore does not reveal whether blocking is present. Lengthening a single pulse tells these two models apart: in the Langmuir case the coverage rises towards 1, while with lasting blockage it stops at 0.70. On a real surface, a plateau alone does not prove that a byproduct blocks sites. Adsorbed molecules that cannot move may also leave gaps too small for another molecule, and a purge does not remove such gaps.

### (d) Numbers for hafnium tetrachloride

The byproduct is hydrogen chloride, formed when the precursor reacts with surface hydroxyl groups. Take 2.5 sites per nm² and a reaction probability of 0.005 for a molecule that lands on a free site, both rough values. The flux onto the surface from kinetic gas theory, with $m$ the molecular mass, is

$$J=\frac{p}{\sqrt{2\pi m k_BT}}=8.2\times10^{4}\ \text{nm}^{-2}\,\text{s}^{-1}.$$

The rate per free site is the flux per site times the reaction probability:

$$k=\frac{0.005\times 8.2\times10^{4}}{2.5}\ \text{s}^{-1}=164\ \text{s}^{-1}.$$

In 0.05 s the exponent is $(1+\beta)kt=1.4286\times164\times0.05=11.7$. Since $e^{-11.7}$ is about $10^{-5}$, the subpulse is saturated for these values and $f=0.70$. The rate $k$ is only rough, but there is some margin: a value three times smaller would still give $f=0.69$.

Now let the byproduct desorb at rate $d$. A model barrier of 1.45 eV and a prefactor of $10^{13}$ s⁻¹ give $d=1.765$ s⁻¹ at 573 K. The 5 s purge then leaves a fraction $e^{-5d}\approx1.5\times10^{-4}$ of the blocked sites still blocked, so purging is practically complete for this barrier. The result is sensitive to it: with 1.55 eV, about 31 percent would still be blocked. It is equally sensitive to the prefactor. With $10^{12}$ s⁻¹, about 41 percent would stay blocked and three subpulses would reach only 0.90. With $10^{15}$ s⁻¹, $d$ would be comparable to $k$ and a single subpulse would reach 0.99. The estimates below assume $d\ll k$.

During the subpulse, desorption adds $d\,b$ (the product of $d$ and $b$, not a differential) to the rate of change of $v$. Once the initial free sites are used up, $v$ stays small and nearly steady, so

$$0\approx db-(1+\beta)kv\quad\Rightarrow\quad kv\approx\frac{db}{1+\beta}=f\,d\,b .$$

A share $f$ of the released sites is thus filled, and the rest are blocked again. Nearly all unfilled sites are blocked, $u\approx b$, so $du/dt=-kv\approx-f\,d\,u$. A subpulse of duration $t$ that starts with all unfilled sites free multiplies the unfilled share by

$$(1-f)\,e^{-fdt}=0.30\,e^{-0.70\times1.765\times0.05}=0.282 .$$

Three subpulses give $\theta_3\approx1-0.282^3=0.978$. Integrating the full rate equations gives 0.977. The estimate is slightly high because it ignores two delays, each of about $1/[(1+\beta)k]\approx4$ ms: blocked sites take time to form, and released sites take time to be refilled. Replacing 50 ms by about 41.5 ms in the exponent recovers 0.977.

The same decay law shows that one long pulse can also reach 0.973. The unfilled share must fall from 0.30 to 0.027, which takes

$$t=\frac{\ln(0.30/0.027)}{f d}=\frac{2.408}{0.70\times1.765\ \text{s}^{-1}}=1.95\ \text{s}.$$

At the same pressure this is 13 times the total exposure of the three subpulses, 0.15 s; matching the 0.977 that the subpulses reach with desorption takes about 2.1 s, or 14 times. A single pulse of 0.15 s reaches only 0.75. For these parameters, splitting saves precursor but not time: the split sequence lasts 15.15 s with its three purges, against 6.95 s for the long pulse with one purge. The coverages of both the long pulse and the split sequence are optimistic, because they assume that desorbed hydrogen chloride is swept away and never returns. For so strongly bound a byproduct this is demanding. A steady background of $10^{-6}$ Torr that sticks on every free site it hits would lower the split result from 0.977 to 0.92. With a sticking probability of 0.005, a background of $10^{-4}$ Torr would lower it to 0.95.

### Relation to a real process

The temperature, pressure and times are meant as rough values for this type of process. The 70 percent is given, and $\beta$ follows from it; neither is a predicted property of the oxide. The barriers are model parameters. With 2.5 sites per nm², the ideal result leaves $0.027\times2.5\approx0.07$ unfilled sites per nm². Precursor desorption with an assumed barrier of 2.0 eV lowers the coverage by about $2\times10^{-4}$, which is negligible here. Real reactors can depart from complete purging and from a constant share. The variations work out one example of each, with results of about 0.85 and 0.999 respectively; other parameters would give other values. Depletion of the gas and slow transport into deep trenches are left out, and their effect is not estimated here.

## Variation 1: a cooler surface

*The surface is at 523 K. Pressure, times, barriers, reaction probability, site density and $\beta$ are unchanged. What coverage do three subpulses reach?*

The byproduct desorption rate falls to 0.107 s⁻¹, and a fraction $e=0.587$ of the blocked sites survives each purge. After a saturated subpulse, all unfilled sites $u$ are blocked. The purge frees $(1-e)u$ of them, and the next subpulse fills $f(1-e)u$. The unfilled share is therefore multiplied by $1-f(1-e)$.

The first subpulse starts on a clean surface and leaves $1-f$. Two purges precede later subpulses, so

$$\theta_3=1-(1-f)\,[1-f(1-e)]^2
=1-0.30\,(1-0.70\times0.413)^2=0.848 .$$

The full rate equations, which include desorption within the subpulses, give 0.850. The formula has the right limits: $e=0$ returns 0.973, and $e=1$ returns the 0.70 found without purging. To purge as completely as at 573 K, the product of desorption rate and purge time must be restored, which requires about $5\ \text{s}\times1.765/0.107\approx80$ s.

## Variation 2: a byproduct that lands once

*The byproduct no longer searches for a free site. It lands once, at random, and sticks with probability $\gamma$ if the site is free; otherwise it leaves. The first long subpulse again fills 70 percent, and purging is complete. What do three subpulses reach?*

The chance of landing on a free site is $v$, so $db/dt=\gamma kv^2$ and

$$\frac{dv}{dt}=-kv(1+\gamma v),\qquad \frac{d\theta}{dt}=kv .$$

Dividing the first equation by the second removes time: $dv/d\theta=-(1+\gamma v)$. A long subpulse takes $v$ from $v_0$ to zero, so

$$\Delta\theta=\int_0^{v_0}\frac{dv}{1+\gamma v}=\frac{\ln(1+\gamma v_0)}{\gamma}.$$

Setting $\Delta\theta=0.70$ at $v_0=1$ gives $\gamma=0.965$. The second subpulse starts from $v_0=0.30$ and fills $\ln(1.2895)/0.965=0.2635$, which is 88 percent of the remaining sites. The third fills 98 percent of what is left, and the coverage reaches 0.999.

The share grows because a byproduct is less likely to hit a free site when few exist. For small $v_0$, expanding the logarithm gives a share of $1-\gamma v_0/2$, which tends to 1. The two blocking rules agree after the first subpulse, but after the second they predict coverages of 0.91 and 0.96. The final coverage of one saturated subpulse on an empty surface therefore cannot tell the two rules apart, but that of a second subpulse can, provided that the purge between them is complete.

The numerical output below lists the main values used here; the others follow from them by short arithmetic.

## Computed results

```
IDEAL DISCRETE FEEDING
share filled per subpulse: 0.70
subpulse 1: gain 0.700, coverage 0.700
subpulse 2: gain 0.210, coverage 0.910
subpulse 3: gain 0.063, coverage 0.973
coverage after three: 97.3 percent
subpulses for 99 percent: 4, reaching 0.9919
PROCESS INPUTS (rough or chosen)
temperature: 573 K; pressure: 0.1 Torr
molar mass HfCl4: 320.29 g/mol
site density: 2.5 per nm^2
reaction probability on free site: 0.005
subpulse: 0.05 s; purge: 5.0 s
byproduct barrier: 1.45 eV
precursor barrier: 2.0 eV
desorption prefactor: 1e+13 1/s
RATES AND IDEAL MODEL
impingement flux: 8.200e+04 per nm^2 per s
reaction rate k: 164.0 1/s
blocked sites per reaction beta: 0.4286
exponent (1+beta)*k*t: 11.71
share filled in finite pulse: 0.699994
rate-equation coverages: 0.7000, 0.9100, 0.9730
three subpulses without purge: 0.7000
random simulation, 40000 sites: 0.6996, 0.9099, 0.9732
Langmuir split / single: 0.9730 / 0.9730
NEGLECTED EFFECTS
byproduct desorption rate: 1.765 1/s
still blocked after purge, share: 1.47e-04
coverage with byproduct desorption: 0.9768
same, estimate formula: 0.9776
precursor desorption rate: 2.57e-05 1/s
coverage change from precursor loss: -1.67e-04
byproduct desorption at 523 K: 0.107 1/s
still blocked after purge at 523 K: 0.587
coverage at 523 K: 0.8499
same, incomplete-purge formula: 0.8484
one pulse of 0.15 s: coverage 0.7480
one pulse reaching 0.973: 1.95 s
its exposure / split exposure: 13.0
split sequence total time: 15.15 s
one-landing blocking gamma: 0.9650
its shares per subpulse: 0.7000, 0.8783, 0.9828
its final coverage: 0.99937
```
